\section*{The variational QM/induced-dipole energy and its polarisation operator}

Consider one polarisable atom near a molecule whose state is described by a single variable $x$. The molecule has energy $E_0(x)$ and produces the field $F(x)$ at the atom. Atomic units are used in the algebra. Suppose that the atom acquires a dipole $\mu$ along the field by displacing a charge $q$ through a distance $d$ against a spring of constant $k$. In equilibrium $kd=qF$, so $\mu=qd=(q^2/k)F$, and the polarisability is $\alpha=q^2/k$. The spring stores $kd^2/2=\mu^2/(2\alpha)$, while the dipole has energy $-\mu F$ in the field. The total energy is
\begin{equation}
E(x,\mu)=E_0(x)-\mu F(x)+\frac{\mu^2}{2\alpha}.
\end{equation}
It is smallest at $\mu=\alpha F$, where the last two terms sum to $-\alpha F^2+\alpha F^2/2=-\alpha F^2/2$. Half of the coupling energy has been spent on making the dipole. The condition on the molecule is then
\begin{equation}
0=\frac{d}{dx}\left(E_0-\tfrac12\alpha F^2\right)=E_0'-\alpha FF'=E_0'-\mu F'.
\end{equation}
The factor one half is present in the energy and absent from the condition, because the energy is quadratic in the field. The molecule feels the full dipole.

For a real molecule, $x$ becomes the density matrix and $F$ a set of field vectors. Let the sites $a$ lie at fixed positions $\mathbf R_a$, with permanent charges $q_a$ and isotropic point polarisabilities $\alpha_a$. The molecule is treated by closed-shell Hartree--Fock theory in real basis functions, with overlap matrix $S$ and spin-summed density matrix $D=2CC^T$, where the columns of $C$ are the occupied orbitals. Define $w_{mn}(\mathbf R)=\langle m|\,|\mathbf r-\mathbf R|^{-1}|n\rangle$. Since an electron has charge $-1$, the electronic potential at $\mathbf R$ is $-\mathrm{tr}[Dw(\mathbf R)]$. The field is minus its gradient with respect to $\mathbf R$, so
\begin{equation}
\mathbf F^{\rm el}_a=\mathrm{tr}(D\mathbf f_a),\qquad
\mathbf f_{a,mn}=\nabla_{\mathbf R_a}w_{mn}(\mathbf R_a)
=\left\langle m\left|\frac{\mathbf r-\mathbf R_a}{|\mathbf r-\mathbf R_a|^3}\right|n\right\rangle .
\end{equation}
This vector points from the site towards the electrons, as the field of negative charge must. The whole source field is
\begin{equation}
F[D]=F^{\rm fix}+\mathrm{tr}(Df),\qquad F^{\rm fix}=F^{\rm nuc}+F^{\rm perm},
\end{equation}
where $F$ collects the three components at every site. The permanent field at a site comes from the charges of the other sites; in this model a site's own charge does not act on its own dipole.

The dipoles also act on one another. A dipole $\boldsymbol\mu_b$ has potential $\boldsymbol\mu_b\cdot\mathbf r/r^3$ at displacement $\mathbf r$ from it. Minus the gradient gives its field,
\begin{equation}
T_{ab}\boldsymbol\mu_b=\frac{3\mathbf r(\mathbf r\cdot\boldsymbol\mu_b)}{r^5}-\frac{\boldsymbol\mu_b}{r^3},
\qquad \mathbf r=\mathbf R_a-\mathbf R_b .
\end{equation}
The energy of the pair is $-\boldsymbol\mu_a^TT_{ab}\boldsymbol\mu_b$. Summed over pairs this is $-\frac12\mu^TT\mu$, with $T_{aa}=0$; the half prevents each pair from being counted twice. Together with the spring energies it gives
\begin{equation}
E[D,\mu]=E_{\rm ref}[D]-\mu^TF[D]+\tfrac12\mu^TA\mu,\qquad A=\alpha^{-1}-T. \label{functional}
\end{equation}
Here $E_{\rm ref}$ is the Hartree--Fock energy of the molecule in the permanent charges:
\begin{equation}
E_{\rm ref}[D]=\mathrm{tr}(Dh_0)+\tfrac12\mathrm{tr}[DG(D)]+E_{nn},\qquad G=J-\tfrac12K .
\end{equation}
The one-electron matrix $h_0$ contains the kinetic energy, the nuclear attraction and $-\sum_aq_aw(\mathbf R_a)$. $J$ and $K$ are the Coulomb and exchange matrices, and $E_{nn}$ contains the repulsion between nuclei and their interaction with the permanent charges. The constant energy of the permanent charges among themselves is omitted.

The matrix $A$ is symmetric. Assume that it is positive definite and write $B=A^{-1}$. Multiplying out
\begin{equation}
\tfrac12(\mu-BF)^TA(\mu-BF)=\tfrac12\mu^TA\mu-\mu^TF+\tfrac12F^TBF
\end{equation}
and solving for the dipole terms in (\ref{functional}) gives
\begin{equation}
-\mu^TF+\tfrac12\mu^TA\mu=-\tfrac12F^TBF+\tfrac12(\mu-BF)^TA(\mu-BF).
\end{equation}
The last term is non-negative and vanishes at $\mu=BF$. Hence
\begin{equation}
E[D]=E_{\rm ref}[D]+E_{\rm pol}[D],\qquad
E_{\rm pol}=-\tfrac12F^TBF=-\tfrac12\mu^TF. \label{energy}
\end{equation}
$B$ is the response matrix: it turns the source field into dipoles, mutual polarisation included. The field in (\ref{energy}) is the source field, not the total field $F+T\mu=\alpha^{-1}\mu$ that acts on each dipole.

Positive definiteness is a physical condition. For two sites a distance $r$ apart, with dipoles along their axis, the relevant block of $A$ has diagonal elements $1/\alpha_1$, $1/\alpha_2$ and off-diagonal elements $-2/r^3$. Its determinant is positive when
\begin{equation}
r^6>4\alpha_1\alpha_2 .
\end{equation}
Transverse dipoles have off-diagonal element $+1/r^3$ and require the weaker condition $r^6>\alpha_1\alpha_2$. At smaller distances the pair gains more by mutual attraction than its springs cost, and no minimum exists. For polarisabilities of 3 and 1~\AA$^3$ the limit is $12^{1/6}=1.51$~\AA. Interactions that are damped at short range are then needed.

The operator follows from a change $dD$. Since $B$ is symmetric, the two terms from varying the two factors $F$ are equal:
\begin{align}
dE_{\rm pol}&=-\tfrac12(dF^TBF+F^TB\,dF)=-\mu^TdF\nonumber\\
&=-\sum_a\boldsymbol\mu_a\cdot\mathrm{tr}(\mathbf f_a\,dD)=\mathrm{tr}(v\,dD),
\end{align}
\begin{equation}
v[D]=-\sum_a\boldsymbol\mu_a[D]\cdot\mathbf f_a. \label{operator}
\end{equation}
This is the potential energy of an electron in the field of the induced dipoles. Indeed, a dipole has potential $\boldsymbol\mu_a\cdot(\mathbf r-\mathbf R_a)/|\mathbf r-\mathbf R_a|^3$, and the electronic charge supplies the minus sign. Writing out $\mu=BF$ displays the dependence on the density:
\begin{equation}
v_{mn}=-f_{mn}^TBF^{\rm fix}-\sum_{kl}f_{mn}^TBf_{kl}D_{kl}.
\end{equation}
The second part has the structure of the Coulomb matrix $J$, with $(mn|kl)$ replaced by $-f_{mn}^TBf_{kl}$. It has no exchange counterpart, because the environment was assumed to respond to the expectation value of the field. An energy built from the squared field operator would contain $\langle\hat F^TB\hat F\rangle$, which differs from $F^TBF$ by the fluctuation $\langle(\hat F-F)^TB(\hat F-F)\rangle$. The present mean-field energy leaves that fluctuation out. For undamped point sites it could not be included as it stands: the squared field of an electron grows as $1/r^4$ at distance $r$ from a site, and $\int r^2\,dr/r^4$ diverges at $r=0$ whenever the density at the site is not zero.

Because $G$ is linear in $D$ and $\mathrm{tr}[D'G(D)]=\mathrm{tr}[DG(D')]$, the change of $E_{\rm ref}$ is $\mathrm{tr}[(h_0+G)\,dD]$. Thus
\begin{equation}
dE=\mathrm{tr}(\mathcal F\,dD),\qquad \mathcal F=h_0+J-\tfrac12K+v[D].
\end{equation}
The orbitals must remain orthonormal, $C^TSC=1$. Add $-2\,\mathrm{tr}[\Lambda(C^TSC-1)]$ to the energy, with a symmetric matrix $\Lambda$ of multipliers. From $dD=2(dC\,C^T+C\,dC^T)$ one finds $dE=4\,\mathrm{tr}(dC^T\mathcal FC)$, and the constraint term changes by $-4\,\mathrm{tr}(dC^TSC\Lambda)$. The sum vanishes for every $dC$ if $\mathcal FC=SC\Lambda$. A rotation among the occupied orbitals leaves $D$ unchanged and makes $\Lambda$ diagonal, so
\begin{equation}
\mathcal FC=SC\varepsilon .
\end{equation}
These equations are solved self-consistently: each new density gives a new field, new dipoles and a new $v$.

The total energy cannot be read off as if $v$ were an external potential. Since $2\sum_i\varepsilon_i=\mathrm{tr}(D\mathcal F)$ over occupied orbitals,
\begin{equation}
\sum_i\varepsilon_i+\tfrac12\mathrm{tr}(Dh_0)
=\mathrm{tr}(Dh_0)+\tfrac12\mathrm{tr}(DG)+\tfrac12\mathrm{tr}(Dv),
\end{equation}
and $\frac12\mathrm{tr}(Dv)=-\frac12\mu^TF^{\rm el}$. To reach $-\frac12\mu^TF$, the part belonging to the nuclei and permanent charges must be added:
\begin{equation}
E=\sum_i\varepsilon_i+\tfrac12\mathrm{tr}(Dh_0)-\tfrac12\mu^TF^{\rm fix}+E_{nn}.
\end{equation}

The point-dipole model has a second limit of validity, which concerns the electrons. Place one electron in a normalised Gaussian orbital proportional to $e^{-\zeta r^2}$, centred at distance $s=1/\sqrt{2\zeta}$ from a site. Its kinetic energy is $3\zeta/2$. By Gauss's law the field at the site has magnitude $c/s^2=2\zeta c$, where $c$ is the fraction of the density within radius $s$ of the orbital's centre:
\begin{equation}
c=\frac{4}{\sqrt\pi}\int_0^1u^2e^{-u^2}du=\mathrm{erf}(1)-\frac{2}{e\sqrt\pi}.
\end{equation}
Kinetic and polarisation energy together are
\begin{equation}
\tfrac32\zeta-\tfrac12\alpha(2\zeta c)^2=\tfrac32\zeta-2\alpha c^2\zeta^2 .
\end{equation}
Beyond $\zeta=3/(8\alpha c^2)$ this falls without limit as $\zeta$ grows. Ordinary Coulomb terms grow at most as $\sqrt\zeta$ and cannot prevent it. For $\alpha=1$~\AA$^3$ the expression is $-26$~eV at $\zeta=3.57$~\AA$^{-2}$ and $-911$~eV at four times that exponent. Undamped point polarisabilities therefore have no lowest energy in a complete basis. The method needs damping, or a basis without compact functions near the sites.

A sodium chloride molecule in a small model environment shows the sizes involved. Sodium is at the origin and chlorine at $z=2.4$~\AA. Sites 1 to 4 have $(x,z)$ coordinates $(4,0)$, $(4,2.4)$, $(0,-4)$ and $(0,6.4)$~\AA, all with $y=0$. Sites 1 and 3 carry $-0.5\,e$ and have polarisability 3~\AA$^3$; sites 2 and 4 carry $+0.5\,e$ and have 1~\AA$^3$. These are chosen parameters, not those of a material. The molecule is treated by restricted Hartree--Fock theory in the def2-TZVP basis, which places no functions on the sites. The electron density at the sites is at most $7\times10^{-6}$~\AA$^{-3}$. The smallest eigenvalue of $\alpha^{1/2}A\alpha^{1/2}$ is 0.75, so the dipole problem is stable.

The self-consistent source fields (V/\AA), dipoles ($e\,$\AA) and energy contributions (eV) are
\begin{center}
\begin{tabular}{cccccc}
site & $F_x$ & $F_z$ & $\mu_x$ & $\mu_z$ & $-\frac12\boldsymbol\mu\cdot\mathbf F$\\
1 & $0.1926$ & $-1.1885$ & $0.0419$ & $-0.3049$ & $-0.1852$\\
2 & $-0.2322$ & $-1.2297$ & $-0.0192$ & $-0.1298$ & $-0.0820$\\
3 & $0.0921$ & $-0.5277$ & $0.0108$ & $-0.1128$ & $-0.0303$\\
4 & $-0.0887$ & $-0.4726$ & $-0.0042$ & $-0.0342$ & $-0.0083$
\end{tabular}
\end{center}
In these units a dipole is $\alpha$ times the total field divided by $e^2/(4\pi\epsilon_0)=14.40$~eV\,\AA. At site 1 the source field alone would give $\mu_z=3(-1.1885)/14.40=-0.248\,e\,$\AA. The dipole at site 2 adds the field $14.40\times2(-0.1298)/2.4^3=-0.270$~V/\AA, and sites 3 and 4 add $-0.004$~V/\AA\ together. The total of $-1.463$~V/\AA\ gives $-0.305\,e\,$\AA, the tabulated value. The last column sums to $E_{\rm pol}=-0.3058$~eV, or $-0.01124$~hartree. It consists of the coupling energy $-\mu^TF=-0.6116$~eV and the term $\frac12\mu^TA\mu=+0.3058$~eV. With several sites this term is not the spring energy alone: the tabulated dipoles give $+0.391$~eV for the springs, which leaves $-0.085$~eV for the mutual energy of the dipoles.

The largest contribution to this energy does not involve the molecule. With $F=F^{\rm perm}+F^{\rm mol}$,
\begin{equation}
E_{\rm pol}=-\tfrac12F^{{\rm perm}\,T}BF^{\rm perm}-F^{{\rm perm}\,T}BF^{\rm mol}-\tfrac12F^{{\rm mol}\,T}BF^{\rm mol},
\end{equation}
and the three terms are $-0.4164$, $+0.1759$ and $-0.0652$~eV. The first is the polarisation of the environment by itself. The cross term is positive because the molecule's field opposes the permanent one at sites 1 and 2, where the permanent field is strong. At sites 3 and 4 the two point the same way along $z$, but the permanent $z$ field there is only $-0.015$~V/\AA. At site 1, for example, Coulomb's law gives a permanent field of $-1.25-0.16-0.11=-1.52$~V/\AA\ along $z$, and the molecule reduces its magnitude to 1.19~V/\AA.

Let $D_0$ minimise $E_{\rm ref}$. Since $E_{\rm ref}[D]\ge E_{\rm ref}[D_0]$, and since the polarised solution $D$ lies no higher than $D_0$ in the full energy,
\begin{equation}
E_{\rm pol}[D]\le E[D]-E_{\rm ref}[D_0]\le E_{\rm pol}[D_0].
\end{equation}
The second inequality needs that proviso: $E_{\rm pol}$ is concave in $D$, so a stationary point need not be a minimum. Here the three numbers are $-0.30579$, $-0.30549$ and $-0.30520$~eV. Subtracting the environment's own $-0.41643$~eV from the middle one leaves $+0.111$~eV. In this arrangement polarisation makes it less favourable to insert the molecule.

The middle number lies halfway between the bounds, and a quadratic model shows why. For a small change $y$ of the orbitals from $D_0$, take $E_{\rm ref}$ to rise by $\frac12y^THy$ and $E_{\rm pol}$ to change by $g^Ty$. The minimum is at $y=-H^{-1}g$. There the distortion costs $\frac12g^TH^{-1}g$, the polarisation energy falls by twice as much, and the net gain is $\frac12g^TH^{-1}g$. The calculation gives 0.00029~eV for both cost and net gain. If $v$ is halved in the Fock matrix, $y$ is half as large. The error in $y$ is then $\frac12H^{-1}g$, and the energy lies above the minimum by $\frac12\cdot\frac14g^TH^{-1}g$, a quarter of the net gain. The self-consistent calculation with $v/2$, evaluated with the correct energy (\ref{energy}), lies 0.00007~eV above the minimum, in agreement with this estimate. The error is small here because the molecule responds weakly, not because the factor is immaterial. The basis has no added diffuse functions, so these small relaxation energies are values for this basis and not converged ones.

The molecular dipole changes from $-2.1437$ to $-2.1420\,e\,$\AA\ along $z$, a slight decrease in magnitude. The field of the four tabulated dipoles at the bond midpoint has the $z$ components $0.039$, $0.016$, $-0.023$ and $-0.007$~V/\AA. Their sum, about $+0.025$~V/\AA, opposes the molecular dipole: at that point the sites beside the molecule outweigh those on its axis. The field is far from uniform over the molecule. At the chlorine nucleus the same four dipoles give only about $+0.0025$~V/\AA\ along $z$, so the midpoint value has the same sign as the change of the dipole but does not fix its size. The larger response is transverse: the $x$ component of the molecular dipole changes from $-0.0202$ to $-0.0112\,e\,$\AA.

Stationarity also simplifies derivatives. If $\alpha_a$ changes while the sites and basis stay fixed, the first-order changes of $D$ and $\mu$ do not contribute, and the explicit dependence in (\ref{functional}) gives
\begin{equation}
\frac{dE}{d\alpha_a}=\frac{\partial}{\partial\alpha_a}\frac{|\boldsymbol\mu_a|^2}{2\alpha_a}
=-\frac{|\boldsymbol\mu_a|^2}{2\alpha_a^2}.
\end{equation}
For site 1 this is $-14.40\,(0.0419^2+0.3049^2)/(2\times3^2)=-0.0758$~eV/\AA$^3$. Making a site more polarisable lowers the energy at a rate equal to half the square of $\boldsymbol\mu_a/\alpha_a$, the total field already acting on that site. With $v/2$ in the Fock matrix the density would not be stationary, and its response would have to be added.
